\section*{Metal–ligand bond enthalpies from redundant exchange data and one anchor}

\section{The symmetry that fixes the form of the answer}

Let M be a fixed molecular fragment, for example a metal atom with three spectator ligands, and let L$_i$ be the ligand that completes the molecule ML$_i$. The bond enthalpy is the enthalpy of homolysis at one stated temperature,
\begin{equation}
D_i=H(\mathrm M)+H(\mathrm L_i)-H(\mathrm{ML}_i). \label{D}
\end{equation}
It is positive for a bound ligand. The data are enthalpies of exchange reactions
\begin{equation}
\mathrm{ML}_i+\mathrm{HL}_j\longrightarrow \mathrm{ML}_j+\mathrm{HL}_i, \label{rx}
\end{equation}
in which the free fragment M does not occur. Suppose that $H(\mathrm M)$ is raised by $t$ while the enthalpies of all other species stay fixed. Every $D_i$ then rises by $t$, and no exchange enthalpy changes. Exchange data therefore cannot determine $t$.

If one bond enthalpy $D_a$, the anchor, is known from elsewhere, the others must follow it one for one under this shift:
\begin{equation}
D_i=D_a+F_i,\qquad F_a=0, \label{form}
\end{equation}
where $F_i$ depends on the exchange data and on the H--L bonds, but not on $D_a$. Scaling restricts $F_i$ further. It is an enthalpy, and a common factor in the standard deviations of all exchange data cannot alter the fitted values, since it multiplies the whole sum of weighted squares by a constant. With a single anchor, the standard deviations of the exchange data enter the fitted values only through their ratios. The remaining task is to find $F_i$ and its error.

\section{From Hess's law to a design matrix}

Define the H--L bond enthalpy in the same way,
\begin{equation}
h_i=H(\mathrm H)+H(\mathrm L_i)-H(\mathrm{HL}_i),
\end{equation}
and subtract it from (\ref{D}). The radical L$_i$ cancels:
\begin{equation}
u_i\equiv D_i-h_i=H(\mathrm M)-H(\mathrm H)+H(\mathrm{HL}_i)-H(\mathrm{ML}_i). \label{u}
\end{equation}
The enthalpy of reaction (\ref{rx}), products minus reactants, is
\begin{align}
\Delta H&=H(\mathrm{ML}_j)+H(\mathrm{HL}_i)-H(\mathrm{ML}_i)-H(\mathrm{HL}_j)\nonumber\\
&=[H(\mathrm{HL}_i)-H(\mathrm{ML}_i)]-[H(\mathrm{HL}_j)-H(\mathrm{ML}_j)]
=u_i-u_j. \label{dh}
\end{align}
The constant $H(\mathrm M)-H(\mathrm H)$ has dropped out of the difference. No additivity of bond energies is assumed, provided that M is the same fragment in every reaction and that all enthalpies refer to one temperature and one phase.

For $m$ reactions among $n$ ligands, collect the data in a vector $y$ and write $y=Au+\text{error}$. Row $k$ of $A$ has $+1$ in the column of the leaving ligand, $-1$ in that of the entering ligand, and zeros elsewhere. Let the errors be independent with standard deviations $\sigma_k$, and let $S=\mathrm{diag}(\sigma_k^2)$. The function to minimize is
\begin{equation}
\chi^2(u)=(y-Au)^TS^{-1}(y-Au). \label{chi}
\end{equation}
Setting its gradient $-2A^TS^{-1}(y-Au)$ to zero gives the normal equations
\begin{equation}
A^TS^{-1}A\,u=A^TS^{-1}y. \label{normal}
\end{equation}

\section{Finding the null vectors}

The matrix in (\ref{normal}) is singular. If it annihilates $v$, then
\begin{equation}
0=v^TA^TS^{-1}Av=\sum_k\frac{(Av)_k^2}{\sigma_k^2},
\end{equation}
so every $(Av)_k$ vanishes. For a reaction between $i$ and $j$ this means $v_i=v_j$. Regard ligands as nodes of a graph and reactions as its edges. The vector $v$ is constant along every edge, hence on every connected component, and the constants of different components are independent. The number of null vectors equals the number of components. There is a single one, proportional to $(1,\ldots,1)$, if and only if the network is connected. In a test on 200 random networks of seven ligands and 3 to 12 reactions, the numerical null-space dimension equalled the number of components each time.

To detect the null space numerically, form $B=S^{-1/2}A$ and $z=S^{-1/2}y$, and take the singular value decomposition $B=\sum_l s_l\,p_lq_l^T$. With orthonormal $p_l$ and $q_l$,
\begin{equation}
\chi^2=\sum_{s_l>0}\left(p_l^Tz-s_lq_l^Tu\right)^2+\text{a part independent of }u.
\end{equation}
Each bracket vanishes for $q_l^Tu=p_l^Tz/s_l$. The components of $u$ along null vectors do not appear. Setting them to zero gives the solution of smallest norm,
\begin{equation}
\hat u=B^+z=\sum_{s_l>0}q_l\frac{p_l^Tz}{s_l},\qquad \mathrm{Cov}\,\hat u=B^+(B^+)^T. \label{uhat}
\end{equation}
The covariance follows because the elements of $z$ have unit variance and are independent. For a connected network $\hat u$ is orthogonal to $(1,\ldots,1)$, so $\sum_i\hat u_i=0$. This zero mean is a convention of the pseudoinverse and carries no information about absolute bond strengths.

In floating-point arithmetic a null singular value comes out as a rounding error. A relative threshold, here $10^{-10}$ of the largest value, separates it from a small but genuine value caused by imprecise data. The latter means a large uncertainty and must be kept.

\section{Supplying the anchor}

Let the anchor have measured value $D_a^0$ and standard deviation $\sigma_a$, and let the H--L values $h_i^0$ have standard deviations $\sigma_{h,i}$, all independent of one another and of the exchange data. The $h_i$ enter several reactions at once, so it is safest to fit $D$ and $h$ together. The full sum of squares is
\begin{equation}
Q=\chi^2(D-h)+\sum_i\frac{(h_i-h_i^0)^2}{\sigma_{h,i}^2}+\frac{(D_a-D_a^0)^2}{\sigma_a^2}. \label{Q}
\end{equation}
The first term is at least $\chi^2_{\min}$ and the others are at least zero. All three bounds can be reached together: take $h=h^0$ and $D-h=\hat u+t(1,\ldots,1)^T$, which leaves $\chi^2$ at its minimum for any $t$, and choose $t=D_a^0-h_a^0-\hat u_a$. Hence
\begin{equation}
\boxed{\;D_i=D_a^0+(\hat u_i-\hat u_a)+(h_i^0-h_a^0)\;} \label{main}
\end{equation}
This has the form (\ref{form}). For a connected network it is the unique minimum, since $t$ was the last freedom. The value of $\sigma_a$ does not enter, and the residuals of the exchange data are those of the unanchored fit.

If the network has several components, an anchor in one of them fixes the constant of that component alone. Each other component needs its own anchor or a reaction that joins it to an anchored one.

\subsection{Propagation of errors}

Let $\mathbf 1=(1,\ldots,1)^T$, let $e_a$ be the unit vector of the anchor ligand, and put $P=I-\mathbf 1e_a^T$, so that $(Px)_i=x_i-x_a$. Equation (\ref{main}) becomes $D=D_a^0\mathbf 1+P(\hat u+h^0)$, and independence of the three sources gives
\begin{equation}
V\equiv\mathrm{Cov}\,D=P\left[\mathrm{Cov}\,\hat u+\mathrm{diag}(\sigma_{h,i}^2)\right]P^T+\sigma_a^2\,\mathbf 1\mathbf 1^T. \label{cov}
\end{equation}
For a bond other than the anchor this reads
\begin{equation}
\mathrm{Var}\,D_i=\sigma_a^2+\sigma_{h,a}^2+\sigma_{h,i}^2+\mathrm{Var}(\hat u_i-\hat u_a). \label{var}
\end{equation}
In a difference the anchor disappears:
\begin{equation}
\mathrm{Var}(D_i-D_j)=\sigma_{h,i}^2+\sigma_{h,j}^2+\mathrm{Var}(\hat u_i-\hat u_j). \label{vardiff}
\end{equation}
More exchange data can reduce the last term of (\ref{var}), for instance by adding a second path between $i$ and the anchor, but not the first three.

\section{What redundancy can and cannot reveal}

\subsection{Closed loops}

Around a closed loop of reactions the true enthalpies sum to zero. Let the rows of $C$ describe a complete set of independent loops, with signs for the direction of travel, so that $CA=0$. There are $m-\mathrm{rank}\,A$ of them, and therefore the vectors annihilated by $C$ are exactly those of the form $Au$. A residual vector $r=y-Au$ is possible if and only if $Cr=Cy\equiv c$, where $c$ holds the misclosures. Minimizing $r^TS^{-1}r$ under this constraint with multipliers $2\lambda$ gives $S^{-1}r=C^T\lambda$. Inserting $r=SC^T\lambda$ in the constraint gives $\lambda=(CSC^T)^{-1}c$, and
\begin{equation}
\chi^2_{\min}=\lambda^TCSC^T\lambda=c^T(CSC^T)^{-1}c. \label{loops}
\end{equation}
The quality of the fit is a statement about loop closure and nothing else.

Two limits show the content. In a tree, which has no loop, $\chi^2_{\min}=0$ whatever the errors, and each $\hat u_i-\hat u_j$ is the signed sum of the data along the one path between $i$ and $j$. In a single triangle with equal $\sigma$, $CSC^T=3\sigma^2$. The residuals then have magnitude $|c|/3$ each, and $\chi^2_{\min}=c^2/(3\sigma^2)$.

\subsection{An error in one reaction}

The fitted data are $B\hat u=\Pi z$, where $\Pi=BB^+$ is the orthogonal projector on the range of $B$. Add an error $e$ to reaction $k$ of otherwise perfect data. The perfect part lies in the range and leaves no residual, so
\begin{equation}
\chi^2_{\min}=\frac{e^2}{\sigma_k^2}\,r_k,\qquad r_k=1-\Pi_{kk}. \label{red}
\end{equation}
The redundancy $r_k$ lies between 0 and 1. Since the trace of a projector is its rank, $\sum_kr_k=m-\mathrm{rank}\,A$. If reaction $k$ joins $i$ and $j$, row $k$ of $B\hat u$ is $(\hat u_i-\hat u_j)/\sigma_k$. The covariance of $\Pi z$ is $\Pi\Pi^T=\Pi$, so
\begin{equation}
\mathrm{Var}(\hat u_i-\hat u_j)=\sigma_k^2(1-r_k). \label{lev}
\end{equation}
A reaction that belongs to no loop is a bridge: its removal disconnects the graph. The constant on one side of the bridge can be shifted to fit its datum perfectly without touching any other residual. Its redundancy is zero, and its errors pass unseen into the result.

\subsection{Errors that close every loop}

Let the data be falsified by $A\delta$, with one number $\delta_i$ for each ligand. Because $CA=0$, no misclosure changes. The fit absorbs the error completely, and by (\ref{main}) $D_i$ shifts by $\delta_i-\delta_a$. Uncorrected solvation is of this kind if each species has the same solvation enthalpy in every reaction; data from different solvents need not close the loops. By (\ref{u}), $\delta_i$ is the enthalpy shift of HL$_i$ minus that of ML$_i$. A low $\chi^2$ is evidence against independent errors that are much larger than the assumed $\sigma_k$ throughout the loops. With few loops, a large error in a single reaction can still escape by chance, and errors of the form $A\delta$ always escape.

\section{Worked example}

Five ligand classes are treated: chloride (Cl), alkoxide (OR), dialkylamide (NR$_2$), alkyl (R) and cyclopentadienyl (Cp). All inputs are round model values in kJ/mol. The anchor is $D(\mathrm{M{-}Cl})=430\pm8$. The exchange data, labelled leaving$\to$entering, and the results of the fit are as follows.

\begin{center}
\begin{tabular}{lrrrr}
reaction & $\Delta H$ & $\sigma_k$ & residual & $r_k$\\
NR$_2\to$OR & $-52$ & 4 & $-0.52$ & 0.419\\
NR$_2\to$Cl & $-45$ & 4 & $1.61$ & 0.399\\
R$\to$NR$_2$ & $-118$ & 6 & $2.46$ & 0.535\\
R$\to$OR & $-175$ & 6 & $-3.06$ & 0.535\\
OR$\to$Cl & $3$ & 4 & $-1.88$ & 0.399\\
R$\to$Cl & $-166$ & 8 & $1.07$ & 0.711\\
NR$_2\to$Cp & $-10$ & 6 & $0.00$ & 0.000
\end{tabular}
\end{center}

The nonzero singular values of $B$ are 0.486, 0.458, 0.310 and 0.175 mol/kJ. The fifth is below the threshold, and its vector has five equal components 0.447, which is $1/\sqrt5$. The rank is 4, leaving $7-4=3$ degrees of freedom. Among the relative combinations $q^Tu$ with $q$ of unit length, the least well determined has standard deviation $1/0.175\approx5.7$ kJ/mol, so it is clearly distinct from the undetermined one.

The residuals can be checked against (\ref{normal}), which requires the weighted residuals at each ligand to balance. Three reactions end at Cl, and
\begin{equation}
\frac{1.61}{16}-\frac{1.88}{16}+\frac{1.07}{64}=0.000
\end{equation}
to the digits carried. The three independent loops give
\begin{align}
\mathrm{NR_2\to OR\to Cl\to NR_2}:&\quad -52+3+45=-4,\nonumber\\
\mathrm{R\to NR_2\to OR\to R}:&\quad -118-52+175=5,\\
\mathrm{R\to OR\to Cl\to R}:&\quad -175+3+166=-6,\nonumber
\end{align}
with standard deviations 6.9, 9.4 and 10.8 kJ/mol. For the first, $\sqrt{16+16+16}=6.9$. Equation (\ref{loops}) and the direct fit both give $\chi^2=0.84$. A value at least this large has probability 0.84 for three degrees of freedom, so the loops show no inconsistency.

\subsection{Absolute values}

\begin{center}
\begin{tabular}{lrrrrr}
ligand & $h_i$ & $\sigma_{h,i}$ & $\hat u_i$ & $D_i$ & $s_D$\\
Cl & 430 & 1 & 49.08 & 430.0 & 8.0\\
OR & 440 & 3 & 53.96 & 444.9 & 9.1\\
NR$_2$ & 390 & 4 & 2.47 & 343.4 & 9.5\\
R & 420 & 4 & $-117.98$ & 252.9 & 10.0\\
Cp & 350 & 5 & 12.47 & 313.4 & 11.6
\end{tabular}
\end{center}

For the amide, (\ref{main}) reads
\begin{equation}
D(\mathrm{NR_2})=430+(2.47-49.08)+(390-430)=343.4\ \text{kJ/mol}.
\end{equation}
In electronvolts per bond the five results are 4.46, 4.61, 3.56, 2.62 and 3.25, in the order of the table. Had $\hat u_i+h_i$ been taken for a bond enthalpy, M--Cl would have come out at 479 kJ/mol and every other bond would also have been 49 kJ/mol too high relative to the anchored scale.

The amide's error follows from (\ref{var}) and (\ref{lev}), with $\mathrm{Var}(\hat u_{\mathrm{NR_2}}-\hat u_{\mathrm{Cl}})=16(1-0.399)=9.6$:
\begin{equation}
s_D=\sqrt{64+1+16+9.6}=9.5\ \text{kJ/mol}.
\end{equation}
The anchor supplies 64 of the total 90.6. For $D(\mathrm{OR})-D(\mathrm{NR_2})=101.5$ kJ/mol it contributes nothing, and (\ref{vardiff}) gives $\sqrt{9+16+16(1-0.419)}=5.9$ kJ/mol.

A joint least-squares solution of (\ref{Q}) reproduced these bond enthalpies and their covariance. Changing $\sigma_a$ to 0.5 or 100 kJ/mol left all $D_i$ and $\chi^2$ unchanged. Raising the anchor by 25 kJ/mol raised all $D_i$ by 25 kJ/mol.

\subsection{A blunder and a missing link}

In otherwise perfect data, an error of 30 kJ/mol in NR$_2\to$OR would give $\chi^2=(30/4)^2\times0.419=23.6$ by (\ref{red}), against an expectation of 3 for random errors. The same error in NR$_2\to$Cp would give zero and would shift $D(\mathrm{Cp})$ by 30 kJ/mol in magnitude. The vanishing residual in the table is thus no sign of quality. A second reaction between Cp and another ligand of the network would close a loop and make an error detectable, but the residuals could not tell which of the two Cp reactions is at fault. Even in the loops the test is weak against moderate errors: a blunder of $3\sigma_k$ on top of the random errors passes a $\chi^2$ test at the 5\% level in 45 to 68\% of cases, depending on the reaction.

If the Cp reaction is deleted but Cp is kept as an unknown, two null vectors appear. The Cl anchor removes one, and $D(\mathrm{Cp})$ stays undetermined.

\section{A second anchor tests the first}

One anchor is always fitted perfectly, so the fit cannot judge it. Let a second, independent value $D_b^0\pm\sigma_b$ be added. First find the cost of moving $D_b$ by $x$ from its old optimum. The function $Q$ is quadratic in $(D,h)$, and the inverse of its matrix is the joint covariance of $D$ and $h$. Minimizing over $h$ at fixed $D$ leaves a quadratic form in $D$ whose matrix is the inverse of the $D$ block of that covariance, which is $V^{-1}$. A displacement $\epsilon$ of the bonds therefore raises the minimum by $\epsilon^TV^{-1}\epsilon$. Minimize $\epsilon^TV^{-1}\epsilon$ over displacements $\epsilon$ of all bonds with $\epsilon_b=x$. The stationary condition makes $\epsilon$ proportional to $Ve_b$, so
\begin{equation}
\epsilon=\frac{Ve_b}{V_{bb}}\,x,\qquad \epsilon^TV^{-1}\epsilon=\frac{x^2}{V_{bb}}. \label{profile}
\end{equation}
With $d=D_b^0-D_b$, the total increase is $x^2/V_{bb}+(d-x)^2/\sigma_b^2$. Its derivative vanishes at $x=dV_{bb}/(V_{bb}+\sigma_b^2)$, where
\begin{equation}
\Delta\chi^2=\frac{d^2V_{bb}+d^2\sigma_b^2}{(V_{bb}+\sigma_b^2)^2}=\frac{d^2}{V_{bb}+\sigma_b^2}. \label{second}
\end{equation}
For a second anchor $D(\mathrm{M{-}NR_2})=360\pm10$ kJ/mol, $d=16.6$ and $V_{bb}=90.6$, so $\Delta\chi^2=275.9/190.6=1.45$, as a complete refit also gives. This is a discrepancy of 1.2 standard deviations for one new degree of freedom, so the anchors are compatible. An error common to both anchors would shift all $D_i$ equally and leave $\chi^2$ unchanged. The amide bond moves by $16.6\times90.6/190.6=7.9$ to 351.3 kJ/mol, and its error falls from 9.5 to 6.9. The chloride bond moves to 435.6. Neither anchor is reproduced: of the disagreement of 16.6 kJ/mol, the chloride anchor takes 5.6, the amide anchor 8.7, and the exchange data and H--L values together the remaining 2.3.

\section{Comparison with real precursors}

The inputs are model values on the scale of mean bond enthalpies in tetravalent titanium precursors for vapour deposition, such as the chloride, alkoxides and dialkylamides; they are not measurements on any of them. A mean bond enthalpy is not the $D_i$ of (\ref{D}), which refers to the loss of one ligand. When the ligands of a molecule are removed one after another, the steps generally have different enthalpies, and the mean need not equal any of them. A real anchor must therefore be a single-step value for the fragment M in question. A data set breaks the assumption of a fixed fragment if successive ligands are exchanged on the same metal, since the spectators then change. If changed spectators alter one exchange enthalpy by 10 kJ/mol, the largest resulting shift of any $D_i$, with the chloride anchor, is 2.9 to 6.0 kJ/mol for the six reactions in loops, and 10 kJ/mol for the Cp bridge. If they instead shift the enthalpy of ML$_i$ by 10 kJ/mol in all its reactions, the error has the form $A\delta$: for a ligand other than the anchor, $D_i$ moves by the full 10 kJ/mol and $\chi^2$ is unchanged. Exchange data from solution break the single-phase assumption when they are combined with gas-phase H--L values and a gas-phase anchor. If hydrogen bonding lowers the free alcohol by the same 20 kJ/mol in all exchange data, a rough size, and no correction is made, $D(\mathrm{OR})$ comes out 20 kJ/mol too low with $\chi^2$ unchanged. With the alkoxide as anchor, the other four bonds would instead come out 20 kJ/mol too high.

Heating also shifts the bond enthalpies. Splitting a nonlinear molecule into two nonlinear fragments adds three translations, three rotations and one $RT$ of pressure--volume work, in total $4RT$ in the classical limit, and removes six vibrations. In the harmonic approximation, the thermal enthalpy of each lost vibration grows by between 0 and $R\Delta T$; a hindered rotation can exceed this somewhat. If the lost modes are harmonic, all other modes are unchanged and the electronic enthalpy of the open-shell fragments is neglected, the change of $D$ lies between $-2R\Delta T$ and $4R\Delta T$. From 298 K to 523 K this is $-3.7$ to $7.5$ kJ/mol. Six assumed harmonic modes between 100 and 500 cm$^{-1}$ give $-2.7$ kJ/mol. For atomic chlorine only three translations and the $RT$ of work are added and three vibrations are removed, so the range is $-R\Delta T/2$ to $5R\Delta T/2$, or $-0.9$ to $4.7$ kJ/mol; the spin--orbit level of the atom adds about 0.4 kJ/mol.

The error of a bond enthalpy, to which the anchor contributes, is amplified when the bond enthalpy enters an exponential. Take the homolysis rate of the weakest bond, M--R, as $10^{15}\,\mathrm{s^{-1}}\,e^{-D/RT}$, with an assumed prefactor and no barrier to recombination. With the tabulated $D$, not corrected for heating, the half-life at 523 K is about $10^{10}$ s, and one standard deviation of $D$ changes it by a factor of 10. A wrong choice of anchor costs more. The value 430 kJ/mol is on the scale of the mean Ti--Cl bond in TiCl$_4$, and the loss of the first chlorine takes several tens of kJ/mol less. An anchor of 390 kJ/mol would lower $D(\mathrm{M{-}R})$ by 40 kJ/mol and shorten the half-life to about $10^{6}$ s, so the figure shows sensitivity and is not the lifetime of a real titanium alkyl. This estimate also concerns homolysis alone; a precursor may decompose much sooner by another channel, such as elimination of $\beta$-hydrogen where the alkyl has one. Values with more digits are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Inputs and final bond enthalpies, kJ/mol (s = standard deviation)
ligand  h(H-L)  s_h  u_min-norm  u+h unanchored  D(M-L)  s_D
Cl     430.0   1.0     49.08    479.08    430.00   8.00
OR     440.0   3.0     53.96    493.96    444.88   9.14
NR2    390.0   4.0      2.47    392.47    343.39   9.52
R      420.0   4.0   -117.98    302.02    252.93   9.97
Cp     350.0   5.0     12.47    362.47    313.39  11.65
D(M-L) in eV: Cl=4.457 OR=4.611 NR2=3.559 R=2.621 Cp=3.248
anchor D(M-Cl) = 430.0 +- 8.0 kJ/mol
Reactions, kJ/mol: dH, s, residual, redundancy, max D shift per 10
NR2->OR    -52.0  4.0   -0.52  0.419   2.90
NR2->Cl    -45.0  4.0    1.61  0.399   6.01
  R->NR2  -118.0  6.0    2.46  0.535   3.56
  R->OR   -175.0  6.0   -3.06  0.535   3.56
 OR->Cl      3.0  4.0   -1.88  0.399   6.01
  R->Cl   -166.0  8.0    1.07  0.711   2.89
NR2->Cp    -10.0  6.0   -0.00  0.000  10.00
singular values (mol/kJ): 0.4863 0.4581 0.3096 0.1752 ; last/first below 1e-10
null vector: 0.4472 0.4472 0.4472 0.4472 0.4472
reactions 7, ligands 5, rank 4, degrees of freedom 3
loop NR2->OR->Cl->NR2: misclosure -4.0 +- 6.93 kJ/mol
loop R->NR2->OR->R: misclosure 5.0 +- 9.38 kJ/mol
loop R->OR->Cl->R: misclosure -6.0 +- 10.77 kJ/mol
chi-squared: fit 0.8435, loops 0.8435, tail probability 0.839
D(OR)-D(NR2) = 101.48 +- 5.86 kJ/mol
null vectors without NR2->Cp: 2; after Cl anchor: 1
second anchor D(M-NR2) = 360.0 +- 10.0 kJ/mol
rise of chi-squared: formula 1.4472, refit 1.4472
D with two anchors, kJ/mol: 435.58 450.97 351.29 259.09 319.89
s_D with two anchors, kJ/mol: 6.52 7.61 6.89 8.56 10.32
alcohol H-bond -20.0 kJ/mol: D(OR) shift -20.00 kJ/mol, chi-squared change 0.0000
heating 298.15 K to 523.0 K: D shift -2.75 kJ/mol
heating limits: -3.74 to 7.48 kJ/mol
lost modes for heating (1/cm): 100 100 150 300 400 500
weakest bond M-R; prefactor 1e+15 1/s
homolysis half-life at 523.0 K: 1.26e+10 s
rate factor for one s_D: 9.91
\end{verbatim}
